# Screening length in frozen-out p-type silicon when acceptor occupation responds

## What goes wrong

Take silicon with $10^{15}\ \mathrm{cm^{-3}}$ acceptors at 40 K. How far does a small surface potential reach into it? Putting the acceptor density into the Debye formula gives 47 nm. Most acceptors, however, have recaptured their holes, so the free-hole density belongs in the formula, and this gives 359 nm. That is still wrong for a slow disturbance. The potential also changes the number of ionized acceptors, and the mean-field length is 255 nm.

The last correction is close to $\sqrt2$. In strong freeze-out without donors,

$$
L=\sqrt{\frac{\varepsilon kT}{2pq^2}},
$$

where $p$ is the free-hole density in the neutral bulk, $\varepsilon$ the permittivity and $q>0$ the elementary charge. Only $q$ is squared.

## Stage 1: acceptor charge held fixed

Let $\psi(x)$ be the electrostatic potential relative to the neutral bulk, and let $u=q\psi/kT$. A positive potential raises the energy of a hole by $q\psi$. For non-degenerate holes in equilibrium,

$$
p(u)=p\,e^{-u}.
$$

Electrons are neglected. The ionized acceptors have density $N^-$ and charge $-q$ each, so

$$
\rho=q\,[p(u)-N^-].
$$

Bulk neutrality requires $N^-=p$. If $N^-$ keeps this value, then for $|u|\ll1$

$$
\rho=qp(e^{-u}-1)\simeq-qpu .
$$

Poisson's equation is $\psi''=-\rho/\varepsilon$. Multiplying it by $q/kT$ gives

$$
u''=\frac{q^2p}{\varepsilon kT}\,u=\frac{u}{\lambda^2},\qquad
\lambda=\sqrt{\frac{\varepsilon kT}{pq^2}} .
$$

The solution that vanishes deep in the bulk is $u=u_0e^{-x/\lambda}$. With every acceptor ionized, $p=N_A$ and $\lambda$ is the ordinary Debye length. In freeze-out the assumption of fixed charge has to be dropped.

## Stage 2: occupation of one acceptor

An ionized acceptor has no bound hole and one state. A neutral acceptor has one bound hole, in any of $g$ states. The acceptor level lies $E_A$ above the valence-band edge $E_v$. The ionized acceptor holds one more electron, at energy $E_v+E_A$, so each neutral state has the weight

$$
e^{(E_v+E_A-E_F)/kT}
$$

relative to the ionized state, where $E_F$ is the Fermi level. Since $p=N_v e^{(E_v-E_F)/kT}$, with $N_v$ the effective density of band states, the total neutral weight is

$$
g\,\frac{p}{N_v}e^{E_A/kT}=\frac{p}{p_1},\qquad
p_1=\frac{N_v}{g}e^{-E_A/kT}.
$$

For independent acceptors this gives

$$
N^-=\frac{N_A}{1+p/p_1}.
$$

A slowly varying potential shifts the band edge and the acceptor level together. The same expression therefore holds locally, with $p$ replaced by $pe^{-u}$.

Without donors, neutrality is $p=N^-$, or

$$
p\left(1+\frac p{p_1}\right)=N_A
\quad\Longrightarrow\quad
p^2+p_1p-p_1N_A=0 .
$$

The positive root is

$$
p=\frac{p_1}{2}\left(\sqrt{1+\frac{4N_A}{p_1}}-1\right).
$$

For $p_1\gg N_A$, expanding the root gives $p\to N_A$. For $p_1\ll N_A$ it gives $p\simeq\sqrt{N_Ap_1}$, which is strong freeze-out.

## Stage 3: both charges respond

Define the bulk ionized fraction $f=N^-/N_A=p/N_A$. From the occupation formula,

$$
f=\frac1{1+p/p_1},\qquad 1-f=\frac{p/p_1}{1+p/p_1}.
$$

Now differentiate the local acceptor charge:

$$
\frac{dN^-}{du}\bigg|_0
=\frac{d}{du}\frac{N_A}{1+(p/p_1)e^{-u}}\bigg|_0
=N_A\frac{p/p_1}{(1+p/p_1)^2}
=N_Af(1-f)=p(1-f).
$$

A positive potential removes free holes, $\delta p=-pu$, and empties bound-hole states, $\delta N^-=+p(1-f)u$. Both changes make the charge more negative:

$$
\delta\rho=q(\delta p-\delta N^-)=-qp(2-f)u .
$$

Poisson's equation then gives $u''=u/L^2$ with

$$
L^2=\frac{\varepsilon kT}{q^2p(2-f)} .
$$

**Frozen-out limit.** As $f\to0$, the acceptors respond as strongly as the free holes, and $L^2\to\varepsilon kT/(2pq^2)$. The many neutral acceptors supply this response: each is rarely ionized, but there are $N_A\gg p$ of them. The full length exceeds the limiting form by the factor

$$
\sqrt{\frac{2}{2-f}}\simeq1+\frac f4 .
$$

At 25 K in the example below, the numerically differentiated charge gives an excess of $6.10\times10^{-5}$, equal to $f/4$ at the printed precision.

**Ionized limit.** As $f\to1$, there are few neutral acceptors left to ionize, and the Debye length returns. Using $p=fN_A$ shows how it is approached:

$$
p(2-f)=N_A(2f-f^2)=N_A\left[1-(1-f)^2\right].
$$

The loss of free holes is compensated to first order in the neutral fraction $1-f$. With 21% of the acceptors neutral, the bracket is still $1-0.21^2\simeq0.96$, so $L$ is only about 2% above its fully ionized value at the same temperature.

## Stage 4: numbers at 40 K

The parameters are rough values for lightly boron-doped silicon: $N_A=10^{15}\ \mathrm{cm^{-3}}$, $E_A=45$ meV, $g=4$, a hole density-of-states mass of 0.6 free-electron masses and relative permittivity 11.7. At 40 K, $kT=3.447$ meV and $N_v=5.678\times10^{17}\ \mathrm{cm^{-3}}$. Hence

$$
p_1=\frac{5.678\times10^{17}}4e^{-45/3.447}
=3.04\times10^{11}\ \mathrm{cm^{-3}},
$$

$$
p=\frac{3.037\times10^{11}}2
\left(\sqrt{1+\frac{4\times10^{15}}{3.037\times10^{11}}}-1\right)
=1.73\times10^{13}\ \mathrm{cm^{-3}} .
$$

Thus $f=0.0173$: fewer than 2% of the acceptors are ionized. In units of $p$, the free-hole response is 1.000 and the acceptor response 0.983. With $\varepsilon=1.036\times10^{-12}$ F/cm and $kT/q=3.447\times10^{-3}$ V, the frozen-out formula gives

$$
L=\sqrt{\frac{(1.036\times10^{-12})(3.447\times10^{-3})}
{2(1.602\times10^{-19})(1.727\times10^{13})}}
=2.54\times10^{-5}\ \mathrm{cm}=254\ \mathrm{nm}.
$$

Keeping $2-f$ gives 255 nm. A numerical solution of the nonlinear Poisson equation with $u_0=0.01$ also decays over 255 nm.

## Stage 5: change the temperature

Keep the doping, mass, binding energy and permittivity fixed. The full formula and its frozen-out form then give:

| $T$ (K) | $f$ | $L$ (nm) | $2p$ form (nm) |
|---:|---:|---:|---:|
| 200 | 0.992 | 106 | 75 |
| 100 | 0.793 | 76 | 59 |
| 60 | 0.188 | 99 | 94 |
| 40 | 0.0173 | 255 | 254 |
| 25 | 0.00024 | 1690 | 1690 |

The length first falls on cooling and then rises. Between 200 and 100 K the bracket $1-(1-f)^2$ drops only from 1.00 to 0.96 while $kT$ halves, so $L$ shrinks. The minimum, about 75 nm, lies near 88 K; below that temperature the loss of carriers dominates. At 200 K the $2p$ form is 29% below the full result, because it credits ionized acceptors with a response they no longer have.

In strong freeze-out, $p\simeq\sqrt{N_Ap_1}$ and $p_1\propto T^{3/2}e^{-E_A/kT}$. Therefore

$$
p\propto N_A^{1/2}T^{3/4}e^{-E_A/2kT},\qquad
L\propto\sqrt{\frac Tp}\propto N_A^{-1/4}T^{1/8}e^{E_A/4kT}.
$$

Between 25 and 28 K this predicts a ratio $L(28)/L(25)=0.5796$; the numerical charge response gives 0.5798. The weak dependence on doping has a direct reading: sixteen times more acceptors only halve $L$.

## Stage 6: a potential that is not small

Write the acceptor occupation in terms of $f$, using $p/p_1=(1-f)/f$:

$$
\frac{N^-(u)}p=\frac{1/f}{1+\frac{1-f}{f}e^{-u}}
=\frac{e^u}{1+f(e^u-1)} .
$$

If $f\ll1$ and $fe^u\ll1$, this is simply $e^u$, and

$$
\rho=qp(e^{-u}-e^u)=-2qp\sinh u,\qquad
u''=\frac{\sinh u}{L^2}.
$$

This is the equation of a symmetric electrolyte. Free holes play one ion species and ionized acceptors the other, although the acceptors do not move: their charge state changes instead.

Multiply by $u'$ and integrate from the bulk, where $u=u'=0$:

$$
\frac{(u')^2}{2}=\frac{\cosh u-1}{L^2}
=\frac{2\sinh^2(u/2)}{L^2}.
$$

For a decaying profile, $u'=-(2/L)\sinh(u/2)$. Since $\frac{d}{du}\ln\tanh(u/4)=1/[2\sinh(u/2)]$ for $u>0$, a second integration gives

$$
\tanh\frac u4=\tanh\frac{u_0}4\,e^{-x/L}.
$$

The result also holds for negative $u$, because the equation is odd. The surface field relative to its linear value $u_0kT/(qL)$ is $\sinh(u_0/2)/(u_0/2)$. At $|u_0|=1$ this is 1.042, so linear theory underestimates the field by about 4%.

At 40 K, $f$ is small but not zero. Integrating the full charge in the same way gives

$$
\frac{\lambda^2(u')^2}{2}
=\frac{\ln[1+f(e^u-1)]}{f}+e^{-u}-1 .
$$

With $f=0.0173$, the field ratio is 1.045 at $u_0=-1$ and 1.035 at $u_0=+1$, and the numerical Poisson solutions agree. The difference arises because positive $u$ begins to use up the neutral acceptors. Half of all acceptors are ionized when $fe^u=1-f$, or $u=\ln(0.983/0.0173)=4.0$, which is 14 mV here. Beyond that the acceptor charge saturates toward $-qN_A$. The electrolyte picture loses accuracy earlier: at $u=2$ the density of ionized acceptors is already 10% below $pe^u$, and at $u=4$ it is only about half of it.

## Stage 7: a potential that changes too fast

Acceptors must capture or emit holes to respond. With capture coefficient $c$, detailed balance fixes the emission rate as $cp_1$:

$$
\frac{dN^-}{dt}=cp_1(N_A-N^-)-cpN^- .
$$

Setting the right side to zero recovers the equilibrium occupation. Assume the free holes follow the potential at once, $\delta p=-pu$. To first order,

$$
\frac{d\,\delta N^-}{dt}
=-c(p+p_1)\,\delta N^-+cpN^-u .
$$

The relaxation time is therefore $\tau=1/[c(p+p_1)]$. For $u\propto e^{i\omega t}$, and with $p/(p+p_1)=1-f$ and $N^-=p$,

$$
\delta N^-=\frac{p(1-f)u}{1+i\omega\tau}.
$$

Slow signals see $L$. For $\omega\tau\gg1$ the acceptor term disappears and the length is $\lambda$.

A rough capture cross-section of $10^{-12}\ \mathrm{cm^2}$ and a mean hole speed of $5.07\times10^6$ cm/s give $c=5.07\times10^{-6}\ \mathrm{cm^3/s}$, hence

$$
\tau=\frac1{(5.07\times10^{-6})(1.757\times10^{13})}\ \mathrm{s}\simeq11\ \mathrm{ns}.
$$

This time is as uncertain as the cross-section: a cascade-capture estimate gives $2$–$4\times10^{-13}\ \mathrm{cm^2}$ and $\tau$ of about 25–70 ns.

For a MOS structure at flat band, Gauss's law gives the small-signal semiconductor capacitance per area as $\varepsilon/L$. It is $4.1\times10^{-8}\ \mathrm{F/cm^2}$ for slow signals and $\varepsilon/\lambda=2.9\times10^{-8}\ \mathrm{F/cm^2}$ for fast ones. The fast value still requires free holes to follow the signal. Locally they do, since the dielectric relaxation time is below 0.1 ns for mobilities above $10^4\ \mathrm{cm^2/Vs}$. The frozen-out substrate, however, adds series resistance: for a 500 µm wafer and mobilities of $1$–$4\times10^4\ \mathrm{cm^2/Vs}$ its $RC$ time with $C=\varepsilon/\lambda$ is about 13–50 ns, comparable to $\tau$. In such a device the fast value can be read only after this resistance is accounted for.

## Stage 8: admit a few donors

Let $N_D$ donors give their electrons to acceptors. Neutrality becomes $N^-=p+N_D$. The derivative of the acceptor occupation is unchanged, so

$$
\frac1{L^2}=\frac{q^2}{\varepsilon kT}
\left[p+N^-\left(1-\frac{N^-}{N_A}\right)\right].
$$

When most acceptors remain neutral, the bracket is nearly $p+N^-$, and the occupation law gives $pN^-=p_1(N_A-N^-)\simeq p_1N_A$. Since $N^--p=N_D$,

$$
(p+N^-)^2=(N^--p)^2+4pN^-\simeq N_D^2+4p_1N_A .
$$

In this approximation a small donor density changes $L$ only in second order, while $p$ itself falls in first order. The neglected terms leave a first-order change in $L$ as well, but it is smaller than that in $p$ by a factor of order $f$. The $2p$ form, evaluated with the actual $p$, misses the extra ionized acceptors. At 40 K:

| $N_D$ (cm$^{-3}$) | $p$ (cm$^{-3}$) | $L$ (nm) | $2p$ form (nm) |
|---:|---:|---:|---:|
| $10^{12}$ | $1.68\times10^{13}$ | 255 | 258 |
| $10^{13}$ | $1.29\times10^{13}$ | 251 | 294 |
| $10^{14}$ | $2.65\times10^{12}$ | 153 | 648 |

With $10^{13}$ donors the $2p$ form is 17% too long, although donors number only 1% of the acceptors. "Uncompensated" must mean $N_D\ll p$, not merely $N_D\ll N_A$. Cooling makes the condition harsher: at 25 K the donor-free model has $p=fN_A=2.4\times10^{11}\ \mathrm{cm^{-3}}$, so even $10^{12}$ donors violate it.

## Beside real silicon

The chosen doping is that of a lightly doped substrate; heavily doped transistor bodies lie outside this model of independent acceptors. Real material contains some donors, and the table above shows how far they move the answer. The hole mass is also uncertain: 0.7 instead of 0.6 gives 241 nm, 6% shorter. It also grows with temperature, because the valence band is not parabolic: a six-band model gives about 0.64 at 40 K, 0.77 at 100 K and 0.94 at 200 K. With these values $L$ is 249 nm at 40 K and 95 nm at 60 K, $f$ at 100 K rises from 0.79 to 0.84, and the minimum moves to about 73 nm near 85 K. The temperature table therefore describes the fixed-mass model.

The mean-field assumption is strained too. A sphere of radius $L$ contains about 1.2 free holes, and the acceptor spacing $N_A^{-1/3}$ is 100 nm (the mean nearest-neighbour distance is 55 nm, where the Coulomb energy of two charges is $0.64kT$). The Coulomb energy $q^2/(4\pi\varepsilon L)$ is 0.48 meV, or $0.14kT$. Lowering $E_A$ by this amount, as a first estimate, gives 246 nm, 3% shorter. Correlations may also alter the response at a given $p$, which this estimate omits. The result is best read as about 250 nm for a laterally averaged potential, not as a length known to a nanometre.

Other corrections are smaller in this example. The ratio $p/N_v=3\times10^{-5}$ makes degeneracy negligible, and the thermal hole wavelength of 15 nm is short beside $L$. Acceptors binding a second hole, with a rough binding energy of 2 meV, amount to 0.5% of the free holes. For a surface potential of $0.1kT/q$ the field is 13.5 V/cm, and a hydrogen-like estimate of the quadratic Stark shift of the acceptor level is below $10^{-9}$ eV. The fourfold boron level also splits linearly in the field, by roughly $10^{-8}$ eV here, which is still negligible beside $kT$.

## Computed results

```
Acceptor density N_A = 1.0e+15 cm^-3; T = 40 K
E_A = 45 meV; g = 4; mass = 0.6 m0; eps_r = 11.7
kT = 3.447 meV; permittivity = 1.0359e-12 F/cm
Band density N_v = 5.678e+17 cm^-3
Mass-action density p1 = 3.037e+11 cm^-3
Free-hole density p = 1.727e+13 cm^-3
Frozen-out estimate sqrt(N_A p1) = 1.743e+13 cm^-3
Ionized fraction f = 0.01727
Response/p: holes 1.0000, acceptors 0.9827
L from charge derivative = 255.09 nm
L from Poisson profile = 255.09 nm
L from 2p formula = 253.98 nm
L with fixed acceptor charge = 359.19 nm
L wrongly using N_A as p = 47.21 nm
Table: T (K), f, L (nm), 2p formula (nm)
  200, 9.916e-01, 105.6, 74.96
  100, 7.925e-01, 76.31, 59.29
  60, 1.875e-01, 99.17, 94.41
  40, 1.727e-02, 255.1, 254
  30, 1.593e-03, 724.6, 724.4
  25, 2.439e-04, 1690, 1690
Excess of L over 2p form at 25 K = 6.096e-05; f/4 = 6.096e-05
L(28 K)/L(25 K) = 0.5798; scaling law = 0.5796
Surface field/linear value at u=-1: 1.0450
Surface field/linear value at u=+1: 1.0346
Acceptor response/p after one tau: 0.6211
Acceptor response/p after 12 tau: 0.9832
Donors: N_D (cm^-3), p (cm^-3), L (nm), 2p formula (nm)
  1e+12, 1.678e+13, 255.1, 257.7
  1e+13, 1.294e+13, 251.1, 293.5
  1e+14, 2.654e+12, 153.4, 647.9
Coulomb level lowering = 0.482 meV = 0.140 kT
L with that lowering, one pass = 246.5 nm
Free holes in sphere of radius L = 1.20
Mean acceptor spacing = 100.0 nm
Degeneracy measure p/N_v = 3.04e-05
Thermal hole wavelength = 15.2 nm
Second-hole binding (rough) = 2 meV
Doubly occupied acceptors/free holes = 0.0046
L if hole mass is 0.7 m0 = 241.0 nm
Surface potential 0.1 kT/q = 0.345 mV
Surface field = 13.51 V/cm
Poole-Frenkel emission-barrier lowering = 0.816 meV
Stark shift of acceptor level = 8.5e-11 eV
Field-emission exponent = 3.74e+04
Capture cross-section (rough) = 1e-12 cm^2
Mean hole speed = 5.07e+06 cm/s
Acceptor response time tau = 11.2 ns
```
